\section*{How the Energy Uncertainty of a Kernel Potential Grows with Size}

\section{Problem}

A kernel potential writes the energy of $N$ atoms as a sum of local energies,
\begin{equation}
E=\sum_{i=1}^{N}\varepsilon(x_i),
\end{equation}
where the vector $x_i$ describes the surroundings of atom $i$. The function $\varepsilon$ has a Gaussian-process prior with zero mean, after subtraction of a reference energy, and covariance
\begin{equation}
k(x,x')=\theta^2\exp\!\left(-\frac{|x-x'|^2}{2\ell^2}\right).
\end{equation}
The training data are energies per atom of crystals in which all sites are equivalent. Each datum is therefore one local energy plus independent Gaussian noise of standard deviation $\sigma_n$.

Besides a local energy, the model gives a local standard deviation $s_i$. It is tempting to take $\left(\sum_i s_i^2\right)^{1/2}$, called the diagonal sum below, as the uncertainty of $E$.

(a) Find the uncertainty $\sigma_E$ that the model itself assigns to $E$.

(b) How does it grow with $N$ in a perfect crystal, and in a crystal with $q$ different sites per cell?

(c) How does it grow when the $N$ environments are drawn independently from a fixed distribution?

(d) Can the diagonal sum also be too large?

(e) Estimate the sizes for $\theta=10$ mRy, $\ell=1$, $\sigma_n=0.1$ mRy per atom and 40 training crystals. Descriptors are dimensionless, with $D=6$ independent Gaussian components of mean zero and standard deviation $w=1$; the training descriptors are one draw from this distribution. These are round model parameters and describe no particular material.

\section{Solution}

\subsection*{(a) The total needs the whole covariance matrix}

Let $X$ be the set of training descriptors, $y$ the vector of data, $K=k(X,X)$ and $A=K+\sigma_n^2 I$, which is the covariance matrix of $y$. Consider the residual
\begin{equation}
r(x)=\varepsilon(x)-k(x,X)A^{-1}y .
\end{equation}
The noise is independent of $\varepsilon$, so the covariance of $\varepsilon(x)$ with $y$ is $k(x,X)$. The covariance of $r(x)$ with $y$ is then $k(x,X)-k(x,X)A^{-1}A=0$. For jointly Gaussian variables this means independence: knowing $y$ does not change the distribution of $r$. The covariance of $r$ is thus the posterior covariance of $\varepsilon$. Since $r(x)$ is uncorrelated with $y$, the part of $r(x')$ containing $y$ drops out, and
\begin{align}
C(x,x')&=\mathrm{Cov}[r(x),r(x')]=\mathrm{Cov}[r(x),\varepsilon(x')]\nonumber\\
&=k(x,x')-k(x,X)A^{-1}k(X,x').
\label{eq:post}
\end{align}
With $C_{ij}=C(x_i,x_j)$ and $s_i^2=C_{ii}$, the variance of the sum is
\begin{equation}
\sigma_E^2=\sum_{i,j}C_{ij}=\sum_i s_i^2+\sum_{i\neq j}C_{ij}.
\label{eq:sum}
\end{equation}
The diagonal sum drops the last term. That term can have either sign, within limits. A variance is not negative, and the Cauchy--Schwarz inequality gives $C_{ij}\le s_is_j$, so
\begin{equation}
0\le\sigma_E^2\le\Big(\sum_i s_i\Big)^2 .
\end{equation}
Here $\sigma_E$ is the uncertainty of the energy of given configurations, not the spread of energies between configurations.

\subsection*{(b) Crystals}

In a perfect crystal with one kind of site, all $x_i$ are equal. The model then makes the same error on every atom. All $N^2$ elements of $C$ equal $s^2$, and
\begin{equation}
\sigma_E=Ns,\qquad \Big(\sum_i s_i^2\Big)^{1/2}=\sqrt N\,s .
\label{eq:crystal}
\end{equation}
The diagonal sum is too small by the factor $\sqrt N$. The upper bound in (a) is reached.

Training on the crystal reduces $s$ but leaves the linear law intact. With that single datum, Eq.~\eqref{eq:post} gives
\begin{equation}
s^2=\theta^2-\frac{\theta^4}{\theta^2+\sigma_n^2}
=\frac{\theta^2\sigma_n^2}{\theta^2+\sigma_n^2}<\sigma_n^2 ,
\end{equation}
and further data cannot raise it, because conditioning a Gaussian on more data subtracts a non-negative term from each variance.

For a cell of $q$ different sites, each site occurs $N/q$ times. Every pair $(a,b)$ of site types therefore appears $(N/q)^2$ times in the double sum:
\begin{equation}
\sigma_E=\frac Nq\Big(\sum_{a,b=1}^{q}C_{ab}\Big)^{1/2}.
\label{eq:cell}
\end{equation}
If the sites are uncorrelated and have equal $s$, the inner sum is $qs^2$ and $\sigma_E=Ns/\sqrt q$. Dissimilar sites lower the prefactor, but periodic repetition keeps the growth linear.

\subsection*{(c) Independent environments}

Let $p(x)$ be the distribution of environments, and let angle brackets denote averages over independent draws with the training set held fixed. Define
\begin{equation}
v=\langle C(x,x)\rangle,\qquad c=\langle C(x,x')\rangle .
\end{equation}
Equation~\eqref{eq:sum} has $N$ diagonal and $N(N-1)$ off-diagonal terms, so
\begin{equation}
\langle\sigma_E^2\rangle=Nv+N(N-1)c .
\label{eq:law}
\end{equation}
The mean covariance cannot be negative. It is
\begin{equation}
c=\iint p(x)\,p(x')\,C(x,x')\,dx\,dx' ,
\end{equation}
which is the posterior variance of the averaged local energy $\int p(x)\varepsilon(x)\,dx$. An error in this average is shared by all samples, however dissimilar their individual atoms are.

For $c>0$, set $N_x=v/c-1$. Then $v-c=cN_x$, and
\begin{equation}
\langle\sigma_E^2\rangle=N(v-c)+N^2c=cN(N+N_x).
\end{equation}
Write $\sigma_{\rm rms}=\langle\sigma_E^2\rangle^{1/2}$. Taking half the logarithm and differentiating with respect to $\ln N$ gives the local growth exponent
\begin{equation}
\frac{d\ln\sigma_{\rm rms}}{d\ln N}
=\frac12\left(1+\frac{N}{N+N_x}\right).
\label{eq:exp}
\end{equation}
It is near $1/2$ for $N\ll N_x$, equals $3/4$ at $N=N_x$, and tends to 1 for $N\gg N_x$. The root-$N$ law is thus a statement about systems much smaller than $N_x$; it holds at all sizes if $c=0$. For $c>0$ the uncertainty per atom does not average away but tends to $\sqrt c$. Dividing Eq.~\eqref{eq:law} by $Nv$ and taking the root gives the amount by which the diagonal sum fails on average; individual sets scatter about it and, for small $N$, can fall below 1:
\begin{equation}
\frac{\sigma_{\rm rms}}{\sqrt{Nv}}=\sqrt{1+(N-1)\frac cv}.
\label{eq:ratio}
\end{equation}

This law assumes independent draws. In a real liquid, neighbouring atoms share much of their surroundings, so their descriptors are not independent and the mean covariance of such pairs need not equal $c$; Eq.~\eqref{eq:law} does not cover this case.

\subsection*{Averages for the Gaussian model}

To evaluate $v$ and $c$, one integral suffices. For one component $x$ of variance $w^2$, completing the square in the exponent gives
\begin{equation}
\left\langle e^{-(x-\mu)^2/2b^2}\right\rangle
=\left(1+\frac{w^2}{b^2}\right)^{-1/2}
\exp\!\left[-\frac{\mu^2}{2(b^2+w^2)}\right],
\label{eq:gauss}
\end{equation}
and the $D$ components multiply. The difference of two independent draws has variance $2w^2$ per component, so the prior mean covariance follows with $\mu=0$, $b=\ell$ and $w^2\to2w^2$:
\begin{equation}
\bar k=\theta^2\left(1+\frac{2w^2}{\ell^2}\right)^{-D/2}.
\end{equation}
The average covariance with training point $x_t$ has $b=\ell$ and $\mu$ equal to a component of $x_t$:
\begin{equation}
m_t=\theta^2\left(1+\frac{w^2}{\ell^2}\right)^{-D/2}
\exp\!\left[-\frac{|x_t|^2}{2(\ell^2+w^2)}\right].
\end{equation}
For the average of a product of two kernels, let $\bar x=(x_t+x_u)/2$ and use
\begin{equation}
|x-x_t|^2+|x-x_u|^2=2|x-\bar x|^2+\tfrac12|x_t-x_u|^2 .
\end{equation}
The $x$-dependent factor is $\exp(-|x-\bar x|^2/\ell^2)$, so $b^2=\ell^2/2$ and
\begin{align}
M_{tu}&=\langle k(x,x_t)k(x,x_u)\rangle\nonumber\\
&=\theta^4\left(1+\frac{2w^2}{\ell^2}\right)^{-D/2}
\exp\!\left[-\frac{|x_t-x_u|^2}{4\ell^2}-\frac{|\bar x|^2}{\ell^2+2w^2}\right].
\end{align}
In the average of Eq.~\eqref{eq:post} over two independent points, the two kernel vectors average separately. At coincident points their product is averaged as a whole. Hence
\begin{equation}
c=\bar k-m^{T}A^{-1}m,\qquad v=\theta^2-\mathrm{tr}(A^{-1}M).
\end{equation}

\subsection*{(d) When the diagonal sum is too large}

The clearest case uses a different kind of datum from the single-site crystals above. Take two sites A and B whose descriptors are so far apart compared with $\ell$ that they can be treated as independent in the prior, each with variance $\theta^2$. Suppose that the only datum is the energy of the cell containing both, $y=\varepsilon_A+\varepsilon_B+\eta$, where the noise $\eta$ has standard deviation $\sigma_c$. The covariance of either site energy with $y$ is $\theta^2$, and $y$ has variance $2\theta^2+\sigma_c^2$. Conditioning as in (a) gives
\begin{align}
s^2=C_{AA}=C_{BB}&=\theta^2-\frac{\theta^4}{2\theta^2+\sigma_c^2}
=\frac{\theta^2(\theta^2+\sigma_c^2)}{2\theta^2+\sigma_c^2},\\
C_{AB}&=-\frac{\theta^4}{2\theta^2+\sigma_c^2}.
\end{align}
The correlation is $C_{AB}/s^2=-\theta^2/(\theta^2+\sigma_c^2)$, close to $-1$ for small noise. The datum fixes the sum but not its division between the sites. The variance of the cell energy is
\begin{equation}
\sigma_{AB}^2=2s^2+2C_{AB}=\frac{2\theta^2\sigma_c^2}{2\theta^2+\sigma_c^2}.
\end{equation}
For $\theta=10$ mRy and $\sigma_c=0.2$ mRy, each site has $s=7.07$ mRy. The diagonal sum is $\sqrt2\times7.07=10.0$ mRy, whereas $\sigma_{AB}=0.20$ mRy: the diagonal sum is 50 times too large.

Repeating the cell gives $\sigma_E=(N/2)\sigma_{AB}$ against a diagonal sum $\sqrt N\,s$. They are equal when
\begin{equation}
N=\frac{4s^2}{\sigma_{AB}^2}=2\left(1+\frac{\theta^2}{\sigma_c^2}\right)
=2\left(1+\frac{100}{0.04}\right)=5002 .
\end{equation}
The diagonal sum is too large below this size and too small above it.

Single-site training data can do the same. For two sites at $x_t\pm\delta$ around a training descriptor, the unknown gradient of $\varepsilon$ enters each local energy at first order in $\delta$ but cancels in the sum. With the parameters of (e) and $|\delta|=0.15$, the pair has an uncertainty of about 0.4 mRy against a diagonal sum of about 2 mRy.

\subsection*{(e) The estimate}

The prior mean covariance is $\bar k=100\times3^{-3}=3.70$ mRy$^2$. After training on the particular draw of 40 crystals used here (across other draws $v$ scatters by about 2\%, and $c$ and $N_x$ by about 15\%), $v=78.3$ mRy$^2$ and $c=0.875$ mRy$^2$, so
\begin{equation}
N_x=\frac{78.3}{0.875}-1\approx 88.5 .
\end{equation}
Before training the same formula gives $100/3.70-1\approx26$. In this example the data reduce the variance of the shared error by a factor of about 4 but the mean local variance by only 22\%, which extends the range of near-root-$N$ growth.

For the perfect crystal, take a new one with all six descriptor components equal to 1; its local uncertainty is $s=6.17$ mRy for this training set. This value, and whether it lies below or above $\sqrt v$, depends on where the training descriptors happen to fall; this draw is unusually favourable for this crystal: about 99\% of draws give a larger $s$, with a median of 9.4 mRy, and about three quarters give $s>\sqrt v$. The table compares it with the independent environments, whose root-mean-square local uncertainty is the larger value $\sqrt v=8.85$ mRy. Energies are in mRy, ``diag.'' is the diagonal sum, and the exponent is that of Eq.~\eqref{eq:exp}.

\begin{center}
\begin{tabular}{r|rr|rrr}
\hline
 & \multicolumn{2}{c|}{crystal} & \multicolumn{3}{c}{independent}\\
$N$ & $\sigma_E$ & diag. & $\sigma_{\rm rms}$ & diag. & exponent\\
\hline
10 & 61.7 & 19.5 & 29.4 & 28.0 & 0.55\\
100 & 617 & 61.7 & 128 & 88.5 & 0.77\\
1000 & 6172 & 195 & 976 & 280 & 0.96\\
\hline
\end{tabular}
\end{center}

For 100 independent environments the arithmetic is
\begin{equation}
\sigma_{\rm rms}=\sqrt{100(78.3)+9900(0.875)}\ \text{mRy}\approx128\ \text{mRy}.
\end{equation}
The two terms are already comparable. At 10 atoms the diagonal sum is 5\% below the full result; at 1000 atoms the full result is 3.5 times larger, as Eq.~\eqref{eq:ratio} gives with $c/v=0.0112$. The uncertainty per atom is then 0.98 mRy, close to its limit $\sqrt c=0.94$ mRy. For the crystal the factor at 1000 atoms is $\sqrt{1000}\approx32$. In electronvolts, the 1000-atom uncertainties are 84 eV for the crystal and 13 eV for the independent environments. These large values belong to the chosen $\theta$ and the sparse training set.

A crystal from the training set has $s=0.100$ mRy. For 1000 atoms this still gives $\sigma_E=100$ mRy, against a diagonal sum of 3.2 mRy.

The predictions were tested against actual errors for 64 atoms: true functions were drawn from the prior, and the model was trained on noisy data from each. The rms errors, with the predictions in parentheses, were 392 (395) mRy for the new crystal, 215 (216) mRy for a repeated eight-site cell and 88.5 (89.1) mRy for one set of dissimilar sites. For the eight-site cell the diagonal sum is 74.8 mRy. Uncorrelated site types would give $\sqrt{64/8}\times74.8\approx212$ mRy by Eq.~\eqref{eq:cell}, so nearly all of the excess over the diagonal sum comes from repetition. The numerical output lists these values and the sampled averages that support Eq.~\eqref{eq:law}.

This agreement shows that the covariance is summed correctly when the kernel and noise are right. It does not show that a given kernel suits a real material; if it does not, $s$, $v$ and $c$ can all be wrong, and $\sigma_E$ with them.

\section*{Table of computed values}
\begin{verbatim}
kernel amplitude theta = 10.0 mRy
kernel length = 1.0, descriptor width = 1.0
descriptor components = 6
training crystals = 40, noise = 0.10 mRy/atom
new crystal: local s = 6.172 mRy
training crystal: local s = 0.1000 mRy
error test: 64 atoms, 20000 true functions
crystal: predicted sigma = 395.02 mRy
  actual rms error = 391.51 mRy
  diagonal sum = 49.38 mRy
8-site cell: predicted sigma = 216.10 mRy
  actual rms error = 214.58 mRy
  diagonal sum = 74.83 mRy
dissimilar: predicted sigma = 89.10 mRy
  actual rms error = 88.53 mRy
  diagonal sum = 70.61 mRy
prior mean covariance = 3.704 mRy^2
prior mean correlation = 0.0370
posterior v = 78.311 mRy^2, sqrt(v) = 8.849 mRy
posterior c = 0.8748 mRy^2, sqrt(c) = 0.9353 mRy
posterior c/v = 0.01117
crossover N_x = 88.5 atoms
N = 10: new crystal sigma = 61.7 mRy
  crystal diagonal sum = 19.5 mRy
  disordered rms sigma, law = 29.4 mRy
  disordered rms sigma, sampled = 29.4 mRy
  disordered diagonal sum = 28.0 mRy
  disordered local exponent = 0.551
N = 100: new crystal sigma = 617.2 mRy
  crystal diagonal sum = 61.7 mRy
  disordered rms sigma, law = 128.4 mRy
  disordered rms sigma, sampled = 128.9 mRy
  disordered diagonal sum = 88.5 mRy
  disordered local exponent = 0.765
N = 1000: new crystal sigma = 6172.1 mRy
  crystal diagonal sum = 195.2 mRy
  disordered rms sigma, law = 975.8 mRy
  disordered rms sigma, sampled = 975.4 mRy
  disordered diagonal sum = 279.8 mRy
  disordered local exponent = 0.959
N = 1000: training crystal sigma = 100.0 mRy
  its diagonal sum = 3.16 mRy
N = 1000: new crystal = 84.0 eV
N = 1000: disordered = 13.28 eV
two-site cell: energy noise = 0.20 mRy
  local s = 7.072 mRy
  correlation = -0.99960
  true cell sigma = 0.2000 mRy
  diagonal sum = 10.001 mRy
  equal to diagonal sum at N = 5002 atoms
\end{verbatim}
